# Estimating the knock-on threshold voltage for carbon from relativistic electron recoil

An electron accelerated through 80 kV can give a carbon atom at rest at most 15.8 eV. If removing the atom takes 22 eV, the accelerating voltage must be raised to about 109 kV before a single elastic collision can remove it from rest. Both numbers follow from

\[
T_{\max}=\frac{2E(E+2mc^2)}{Mc^2},
\]

where \(E\) is the kinetic energy of the electron, \(m\) its mass and \(M\) the mass of the atom. The formula is the leading order in the ratio of the electron's total energy to \(Mc^2\).

The algebra below uses atomic units, so \(\hbar=m=e=1\), the electron's rest energy is \(c^2\), and \(M\) is counted in electron masses. Numerical energies are in eV. An electron accelerated from rest through a voltage has a kinetic energy in eV equal to that voltage in volts.

## The estimate on the back of an envelope

A light ball that bounces straight back from a heavy one reverses its momentum. If the electron arrives with momentum \(p\) and leaves with nearly \(-p\), the atom receives \(2p\). The atom is slow, so its kinetic energy is

\[
T_{\max}\simeq\frac{(2p)^2}{2M}=\frac{2p^2}{M}.
\]

The electron is fast, and its momentum must be taken from the relativistic relation \(c^2p^2=E(E+2c^2)\), which is derived below. Inserting it gives

\[
T_{\max}\simeq\frac{2E(E+2c^2)}{Mc^2}.
\]

For carbon-12 the rest energy is \(1.11779\times10^{10}\) eV. At \(E=80\,000\) eV the bracket, with the electron's rest energy of 510,999 eV counted twice, is 1,101,998 eV. Hence

\[
T_{\max}=\frac{2\times 80\,000\times 1\,101\,998}{1.11779\times10^{10}}\ \text{eV}=15.8\ \text{eV}.
\]

For a first guess at the threshold, suppose that \(T_{\max}\) is proportional to \(E\). Then the energy needed for 22 eV is

\[
80\,000\ \text{eV}\times\frac{22}{15.774}\simeq 111\,600\ \text{eV}.
\]

This guess must be too high. The ratio \(T_{\max}/E=2(E+2c^2)/(Mc^2)\) grows with \(E\), so each added electronvolt of beam energy brings more than a proportional gain. Solving the quadratic equation instead of scaling removes this error.

## Energy and momentum of the Dirac electron

The free Dirac Hamiltonian is

\[
H(\mathbf p)=c\,\boldsymbol\alpha\cdot\mathbf p+Bc^2 .
\]

The mass matrix is called \(B\) here, because \(\beta\) will denote the speed divided by \(c\). The matrices obey

\[
\alpha_i\alpha_j+\alpha_j\alpha_i=2\delta_{ij},\qquad
\alpha_iB+B\alpha_i=0,\qquad B^2=1 .
\]

When \(H\) is squared, the cross terms between \(\boldsymbol\alpha\cdot\mathbf p\) and \(B\) cancel by the second rule. The first rule turns \((\boldsymbol\alpha\cdot\mathbf p)^2\) into \(p^2\). Therefore

\[
H^2=c^2p^2+c^4 ,
\]

and the positive energy is \(W=\sqrt{c^2p^2+c^4}\). The kinetic energy is what remains after the rest energy is subtracted, \(E=W-c^2\). Solving for the momentum,

\[
c^2p^2=W^2-c^4=(E+c^2)^2-c^4=E^2+2Ec^2=E(E+2c^2).
\]

At 80 kV this gives \(cp=296\,917\) eV, and the speed is \(\beta=cp/W=0.502\) times that of light. A nonrelativistic treatment is clearly strained.

## The recoil from the conservation laws

Let the atom be free and at rest before the collision, and let the collision be elastic, with no internal excitation and no radiation. Afterwards the atom has kinetic energy \(T\) and momentum \(Q\), at an angle \(\varphi\) to the beam. The electron then has energy \(W-T\) and momentum \(\mathbf p-\mathbf Q\). Its energy-momentum relation reads

\[
(W-T)^2=c^2\left(p^2-2pQ\cos\varphi+Q^2\right)+c^4 .
\]

Expanding the left side and using \(W^2=c^2p^2+c^4\) leaves

\[
-2WT+T^2=-2c^2pQ\cos\varphi+c^2Q^2 .
\]

The atom has its own relation, \((Mc^2+T)^2=c^2Q^2+M^2c^4\), so

\[
c^2Q^2=T^2+2Mc^2T .
\]

Substituting this for the last term of the previous equation cancels \(T^2\) and gives

\[
c^2pQ\cos\varphi=T(W+Mc^2).
\]

Now square both sides and again replace \(c^2Q^2\):

\[
c^2p^2\cos^2\!\varphi\,\left(T^2+2Mc^2T\right)=T^2(W+Mc^2)^2 .
\]

One solution is \(T=0\), which means no collision. For the other, divide by \(T\) and collect terms:

\[
T=\frac{2Mc^2\,c^2p^2\cos^2\!\varphi}{(W+Mc^2)^2-c^2p^2\cos^2\!\varphi}.
\]

As \(\cos^2\varphi\) increases, the numerator grows and the denominator shrinks. The largest transfer is therefore at \(\varphi=0\), with the atom driven straight along the beam. There the denominator becomes

\[
W^2-c^2p^2+2WMc^2+M^2c^4
=c^4+2(E+c^2)Mc^2+M^2c^4 ,
\]

which is \((M+1)^2c^4+2Mc^2E\). The maximum without approximation in the mass ratio is thus

\[
T_{\max}^{\text{full}}=\frac{2Mc^2\,E(E+2c^2)}{(M+1)^2c^4+2Mc^2E}.
\]

Dividing the simple formula by this one gives the size of what the simple formula leaves out:

\[
\frac{T_{\max}}{T_{\max}^{\text{full}}}
=\frac{(M+1)^2c^4+2Mc^2E}{M^2c^4}
=1+\frac{2(E+c^2)}{Mc^2}+\frac{1}{M^2}.
\]

For carbon at 80 kV the simple formula is too large by \(1.06\times10^{-4}\) of the full value: 15.7739 eV against 15.7722 eV. This difference has no practical weight. The choice between the mass of the neutral atom, used here, and that of the bare nucleus already matters more, since six electron masses are about three parts in ten thousand of \(M\).

The two formulas do part at extreme energies. When \(E\) is far above \(Mc^2\), the term \(2Mc^2E\) dominates the denominator, and the full result tends to \(T\simeq E\). This respects the bound that the atom cannot receive more energy than the electron brings. The simple formula would grow as \(E^2\) without limit. In the range that concerns electron microscopes, this failure is remote.

## Glancing collisions

Most deflections are not straight back, so the dependence on the electron's scattering angle \(\theta\) is also needed. Let \(p'\) be the electron's final momentum. From its energy \(W-T\),

\[
c^2p'^2=(W-T)^2-c^4=c^2p^2-2WT+T^2 .
\]

The relative change of \(p\) is about \(WT/(c^2p^2)\). Since \(T\) is at most about \(2p^2/M\), this change is at most about \(2W/(Mc^2)\), again of order \(10^{-4}\). To that accuracy \(p'=p\), and the momentum transfer obeys

\[
q^2=p^2+p'^2-2pp'\cos\theta\simeq2p^2(1-\cos\theta)=4p^2\sin^2\frac{\theta}{2}.
\]

The recoil is slow, so \(T=q^2/(2M)\), and

\[
T(\theta)=T_{\max}\sin^2\frac{\theta}{2}.
\]

Numerical solution of the conservation laws over a range of angles at 80 kV confirms this law within \(3\times10^{-4}\), and confirms that the transfer rises steadily towards \(180^\circ\). A collision at \(90^\circ\) delivers half the maximum, and a small deflection delivers almost nothing. Displacement near threshold therefore needs an electron that is nearly turned around.

## Does backscattering occur at all?

Kinematics says what is allowed, not how often it happens. If the scattering probability vanished at \(180^\circ\), the onset of damage would be weaker than the position of the edge suggests. For a Dirac electron this deserves a check, because spin reduces backscattering.

In the first Born approximation the amplitude is the Fourier component of the potential times the overlap \(u'^\dagger u\) of the final and initial spinors, normalized to \(u^\dagger u=1\). Since \(H^2=W^2\), the projector on the positive-energy spinors of momentum \(\mathbf p\) is

\[
\Lambda(\mathbf p)=\frac12\left[1+\frac{H(\mathbf p)}{W}\right].
\]

Summing over the two final spin states and averaging over the two initial ones gives

\[
F=\frac12\,\mathrm{Tr}\left[\Lambda(\mathbf p')\Lambda(\mathbf p)\right]
=\frac18\,\mathrm{Tr}\left[1+\frac{H+H'}{W}+\frac{H'H}{W^2}\right].
\]

The unit matrix has trace 4, and \(H\) and \(H'\) have trace zero. In \(H'H\) only products of equal matrices have a trace, so \(\mathrm{Tr}\,H'H=4(c^2\mathbf p'\cdot\mathbf p+c^4)\). With \(|\mathbf p'|=|\mathbf p|\), \(c^2p^2/W^2=\beta^2\) and \(c^4/W^2=1-\beta^2\),

\[
F=\frac12\left[1+\beta^2\cos\theta+1-\beta^2\right]
=1-\beta^2\sin^2\frac{\theta}{2}.
\]

At \(180^\circ\) and 80 kV this is 0.748. In the first Born approximation, spin removes about a quarter of the backscattering that the same Coulomb law would give without it, but the edge stays populated. The factor would vanish there only in the limit \(\beta\to1\).

To see how damage sets in, take the nucleus as a point charge \(Z\), with \(|V(q)|=4\pi Z/q^2\). The length \(1/q\) at backscattering is 0.0033 angstrom. This is far inside even the inner electron shell of carbon, whose radius is roughly a tenth of an angstrom, so screening is weak. The transition rate is \(2\pi|V(q)|^2F\) times the density of final states \(pW/(8\pi^3c^2)\) per unit solid angle. Dividing by the speed \(c^2p/W\) gives

\[
\frac{d\sigma}{d\Omega}
=\frac{(W/c^2)^2}{4\pi^2}\,|V(q)|^2F
=\frac{4Z^2(W/c^2)^2}{q^4}\,F .
\]

From \(T=T_{\max}\sin^2(\theta/2)\) one has \(dT=\tfrac12T_{\max}\sin\theta\,d\theta\), hence \(d\Omega=2\pi\sin\theta\,d\theta=4\pi\,dT/T_{\max}\). Also \(q^4=16p^4(T/T_{\max})^2\). The cross section per unit recoil energy is then

\[
\frac{d\sigma}{dT}=A\,\frac{T_{\max}}{T^2}\left(1-\beta^2\frac{T}{T_{\max}}\right),
\qquad A=\frac{\pi Z^2(W/c^2)^2}{p^4}.
\]

Let \(T_d\) be the displacement energy, the least kinetic energy that removes the atom. Integrating from \(T_d\) to \(T_{\max}\) gives

\[
\sigma_d=A\left[\frac{T_{\max}}{T_d}-1-\beta^2\ln\frac{T_{\max}}{T_d}\right].
\]

This treats \(T_d\) as the same for all recoil directions that contribute. Just above threshold, write \(T_{\max}/T_d=1+x\) with small \(x\). Since \(\ln(1+x)\simeq x\), the bracket becomes \((1-\beta^2)x\). In this model the displacement rate of atoms at rest starts from zero and rises linearly. The threshold marks where the process becomes possible, not where it becomes fast.

The Born approximation affects the rate but not the position of the edge, which comes from conservation laws alone. For carbon at 80 kV its expansion parameter \(Z/v\), with \(v=\beta c\), is a little below 0.1.

## Solving for the threshold

The threshold energy \(E_{\text{th}}\) is defined by \(T_{\max}(E_{\text{th}})=T_d\), or

\[
E_{\text{th}}^2+2c^2E_{\text{th}}-\frac{T_dMc^2}{2}=0 .
\]

The product of the two roots is negative, so exactly one of them is positive. It is

\[
E_{\text{th}}=-c^2+\sqrt{c^4+\frac{T_dMc^2}{2}} .
\]

For \(T_d=22\) eV the second term under the root is \(1.22957\times10^{11}\ \text{eV}^2\), and the squared rest energy of the electron is \(2.61120\times10^{11}\ \text{eV}^2\). The root of their sum is 619,740 eV, so

\[
E_{\text{th}}=619\,740\ \text{eV}-510\,999\ \text{eV}=108\,741\ \text{eV},
\]

a threshold voltage of about 109 kV. Numerical solution of the full conservation laws gives 108,752 eV. The difference has the expected sign: the simple formula slightly overstates the transfer and so slightly understates the threshold.

The displacement energy is the weak point of the estimate. Differentiating the quadratic equation with respect to \(T_d\) gives

\[
(2E_{\text{th}}+2c^2)\frac{dE_{\text{th}}}{dT_d}=\frac{Mc^2}{2}
\quad\Longrightarrow\quad
\frac{dE_{\text{th}}}{dT_d}=\frac{Mc^2}{4(E_{\text{th}}+c^2)} .
\]

Here the slope is about 4,500 eV of beam energy per eV of displacement energy. With \(T_d=21\) eV the threshold is 104,200 eV, and with 23 eV it is 113,200 eV. An uncertainty of 1 eV in \(T_d\) thus outweighs the neglected recoil terms by a factor of several hundred.

## Comparison with the nonrelativistic result

For \(E\ll c^2\) the bracket \(E+2c^2\) reduces to \(2c^2\), and the transfer becomes

\[
T_{\text{nr}}=\frac{4E}{M},\qquad
\frac{T_{\max}}{T_{\text{nr}}}=1+\frac{E}{2c^2}.
\]

At 80 kV this gives 14.6 eV, about 7 percent below the relativistic value. The corresponding threshold, \(MT_d/4\), is 120,300 eV, about 11 percent above the relativistic one. The sign of this error holds for every \(T_d>0\). With \(y=T_dM/(2c^2)\), the relativistic threshold is \(c^2(\sqrt{1+y}-1)\). The nonrelativistic one is \(c^2y/2\), and \(\sqrt{1+y}<1+y/2\) for positive \(y\). An operator who trusted the nonrelativistic figure would believe a beam at 115 kV to be below threshold when it is above.

In the opposite limit, \(y\gg1\), the threshold grows as \(\sqrt{T_dMc^2/2}\), more slowly than linearly. Heavy or strongly bound atoms therefore need less voltage than a nonrelativistic extrapolation suggests.

## When the atom is already moving

An atom in a solid is neither free nor at rest. Treating it as free during the impact is a good approximation. Even if the force acted over a whole bohr, it would last \(1/v\), about 0.015 atomic units of time, while a vibration period is at least several hundred. The bonds have no time to respond during the collision. They act afterwards, and their effect is contained in \(T_d\).

The initial motion matters more. Let the atom have kinetic energy \(k\) and momentum \(P=\sqrt{2Mk}\) along the beam. The electron's energy loss is still tiny compared with \(E\), so a backscattered electron again transfers nearly \(2p\). Momenta add, and the final energy is

\[
T'=\frac{(P+2p)^2}{2M}=\left(\sqrt{k}+\sqrt{T_{\max}}\right)^2
=T_{\max}+k+2\sqrt{kT_{\max}} ,
\]

because \(2p/\sqrt{2M}=\sqrt{T_{\max}}\). The cross term makes a small \(k\) count. For the round value \(k=0.05\) eV at 80 kV,

\[
T'=15.774+0.05+2\sqrt{0.05\times15.774}=17.6\ \text{eV}.
\]

An initial energy of 0.05 eV has raised the result by 1.8 eV. If the atom moves against the beam, the cross term changes sign and the final energy is lowered. Motion across the beam gives no such cross term. It adds \(k\) if the electron is turned straight back. At the most favourable scattering angle, which is then slightly different, the largest final momentum is \(p+\sqrt{p^2+P^2}\), and for \(P\ll p\) the gain is about \(2k\), still a small amount.

Suppose that the atom is struck near its equilibrium position, so that its final kinetic energy can be compared directly with \(T_d\). Displacement then requires \(T'\ge T_d\), and the threshold lies where

\[
T_{\max}=\left(\sqrt{T_d}-\sqrt{k}\right)^2 .
\]

For \(k=0.05\) eV the right side is 19.95 eV, and the threshold falls from 108,700 eV to 99,400 eV. This shift of roughly 9 kV is about twice the effect of changing \(T_d\) by 1 eV.

The same relation tells what is needed at 80 kV. Solving for \(k\),

\[
k=\left(\sqrt{22}-\sqrt{15.774}\right)^2\ \text{eV}=0.52\ \text{eV}.
\]

For a harmonic atom in thermal equilibrium, including its zero-point motion, the momentum along the beam has a Gaussian distribution. If its mean kinetic energy in that direction were 0.05 eV, the required momentum would be \(\sqrt{0.517/0.05}\simeq3.2\) standard deviations from zero. The chance of such a momentum along the beam is about \(7\times10^{-4}\). That mean energy is high for carbon at room temperature. With \(k_B\) Boltzmann's constant and \(\Theta\) the temperature, a mode of frequency \(\omega\) carries the mean kinetic energy \(\tfrac14\hbar\omega\coth(\hbar\omega/2k_B\Theta)\), which grows with \(\omega\). The out-of-plane modes of graphene reach about 870 cm\(^{-1}\), which bounds the mean at 300 K by 0.028 eV, and a typical value is near 0.02 eV. The required momentum is then \(\sqrt{0.517/0.02}\simeq5.1\) standard deviations out, with a chance of only about \(2\times10^{-7}\). In that case displacement at 80 kV is negligible in this model, and atomic motion matters mainly at voltages closer to the static threshold. The static threshold of 109 kV is still not a sharp voltage below which knock-on damage is absent. Below it, displacement relies on favourable atomic motion and becomes rapidly less likely as the voltage is lowered.

Two further conditions limit the estimate. Atoms at edges or defects may have a smaller \(T_d\), and the threshold must then be recomputed with that value. Damage through electronic excitation or ionization is not an elastic collision with the nucleus, and this threshold says nothing about it. The values used here, with the intermediate quantities, are collected in the numerical output below.

## Table of computed values

```
electron rest energy m c^2            = 510999.0 eV
carbon-12 rest energy M c^2           = 1.11779e+10 eV
electron kinetic energy E             = 80000 eV
E + 2 m c^2                           = 1101997.9 eV
momentum times c                      = 296917.2 eV
speed over c, beta                    = 0.5024
length 1/q at 180 degrees             = 0.00332 angstrom
spinor factor at 180 degrees          = 0.7476
T_max, simple formula                 = 15.7739 eV
T_max, exact kinematics               = 15.7722 eV
relative error of simple formula      = 1.06e-04
T_max, nonrelativistic                = 14.6288 eV
assumed displacement energy T_d       = 22.0 eV
T_d M c^2 / 2                         = 1.22957e+11 eV^2
(m c^2)^2                             = 2.61120e+11 eV^2
square root in threshold formula      = 619739.6 eV
threshold energy, formula             = 108741 eV
threshold energy, exact kinematics    = 108752 eV
threshold voltage                     = 108.7 kV
slope dE_th/dT_d                      = 4509 eV per eV
threshold energy for T_d = 21 eV      = 104215 eV
threshold energy for T_d = 23 eV      = 113233 eV
threshold energy, nonrelativistic     = 120311 eV
threshold energy, linear scaling      = 111577 eV
chosen initial atom energy k          = 0.05 eV
maximum atom energy at E with this k  = 17.600 eV
T_max needed with this k              = 19.952 eV
threshold energy with this k          = 99438 eV
k needed for displacement at E        = 0.517 eV
```
